# Sondheimer oscillation period of a clean free-electron metal film

## Result

A clean metal film of thickness $d$ lies in a magnetic field $B$ normal to its plane, and a weak current flows in the plane. In the free-electron model with diffusely scattering walls, the resistance oscillates with field. At high field the period tends to

$$\boxed{\Delta B=\frac{2\pi\hbar k_F}{ed}}$$

where $k_F$ is the Fermi wavenumber and $e>0$ the elementary charge. The mass does not enter. If $d$ is known the period gives $k_F$, and if $k_F$ is known it gives $d$.

The derivation uses SI units and these definitions:

$$\omega_c=\frac{eB}{m},\quad \ell=v_F\tau,\quad \kappa=\frac d\ell,\quad x=\frac{\omega_c d}{v_F}=\frac{eBd}{\hbar k_F},\quad z=\kappa+ix .$$

Here $\tau$ is a single relaxation time and $\ell$ the mean free path. The period is asymptotic: it holds for $x\gg1$ and $x\gg\kappa$. "Clean" means that $\ell$ is not much smaller than $d$.

## Motion between collisions

Let $\mathbf B$ point along $+z$. The electron has charge $-e$, so $m\dot{\mathbf v}=-e\,\mathbf v\times\mathbf B$ gives

$$\dot v_x=-\omega_c v_y,\qquad \dot v_y=\omega_c v_x,\qquad \dot v_z=0 .$$

With $w=v_x+iv_y$ this is $\dot w=i\omega_c w$, hence $w(t')=w\,e^{i\omega_c t'}$, where $w$ is the value at $t'=0$. The path is a helix along the field.

The steady in-plane electric field is uniform across the film, because $\nabla\times\mathbf E=0$ gives $\partial_zE_x=\partial_xE_z=0$, and likewise for $E_y$. No $E_z$ is needed: the response to an in-plane field changes sign under a half-turn about $z$, so it carries neither charge density nor current along $z$.

## Response of one electron

Take $\mathbf E$ along $x$. Collisions, in the bulk or at a diffuse wall, are assumed to return electrons to the equilibrium distribution $f_0$. An electron found now at height $h$ above the wall it last left has travelled for at most $T=h/|v_z|$. The chance that it has been free of bulk collisions since time $t'<0$ is $e^{t'/\tau}$. Its mean energy gain since its last collision is therefore

$$\Delta=-eE\int_{-T}^0 v_x(t')\,e^{t'/\tau}dt' .$$

Since $f=f_0(\varepsilon-\Delta)$, to first order $\delta f=-f_0'\Delta$. The current involves $-e\,w\,\delta f$, so the average of $w\,v_x(t')$ over the azimuth of $w$ is needed:

$$w\,v_x(t')=\tfrac12 w\left(we^{i\omega_ct'}+w^*e^{-i\omega_ct'}\right)\;\to\;\tfrac12|w|^2e^{-i\omega_ct'} ,$$

because $w^2$ averages to zero. The time integral is

$$\int_{-T}^0e^{(1-i\omega_c\tau)t'/\tau}dt'=\tau\,\frac{1-e^{-(1-i\omega_c\tau)T/\tau}}{1-i\omega_c\tau}.$$

This gives $\sigma_{xx}+i\sigma_{yx}$. In-plane isotropy requires $\sigma_{yx}=-\sigma_{xy}$, so the complex conjugate gives

$$S=\sigma_{xx}+i\sigma_{xy},\qquad s=1+i\omega_c\tau .$$

## Average over directions and thickness

Let $u=|v_z|/v_F$. On the Fermi sphere $u$ is uniformly distributed on $[0,1]$, and $|w|^2=v_F^2(1-u^2)$. The density of states per volume is $3n/(mv_F^2)$, with $n$ the electron density. The prefactor is

$$e^2\,\frac{3n}{mv_F^2}\,\frac{v_F^2}{2}\,\tau=\frac32\sigma_0,\qquad \sigma_0=\frac{ne^2\tau}{m}.$$

With $T/\tau=h/(u\ell)$,

$$S=\frac{3\sigma_0}{2s}\int_0^1(1-u^2)\left\langle1-e^{-hs/(u\ell)}\right\rangle_h du .$$

Electrons moving up and down have the same average when $h$ is measured from the wall each has left. Since $ds/\ell=\kappa+i\kappa\omega_c\tau=\kappa+ix=z$,

$$\frac1d\int_0^d\left(1-e^{-hs/(u\ell)}\right)dh=1-\frac uz\left(1-e^{-z/u}\right).$$

Using $\int_0^1(1-u^2)du=\frac23$,

$$S=\frac{\sigma_0}{s}\left[1-\frac{3}{2z}\int_0^1u(1-u^2)\left(1-e^{-z/u}\right)du\right].$$

This formula was tested against Lorentz trajectories integrated numerically, at $\kappa=0.7$ and $x=3$; the two agreed to within a relative difference of $3\times10^{-4}$.

## Where the oscillation comes from

The part without the exponential is $\int_0^1u(1-u^2)du=\frac14$. In the other part put $u=1/t$, so that $u\,du\to t^{-3}dt$ once the limits are reordered. With $1/s=\kappa/z$,

$$S=\frac{\sigma_0\kappa}{z}\left[1-\frac{3}{8z}+\frac{3}{2z}I\right],\qquad I=\int_1^\infty\left(t^{-3}-t^{-5}\right)e^{-zt}dt .$$

The phase $xt$ has no stationary point, and the integrand vanishes at infinity. For large $x$ the integral is therefore governed by the endpoint $t=1$. Put $t=1+y$:

$$t^{-3}-t^{-5}=(1-3y+6y^2)-(1-5y+15y^2)+\dots=2y-9y^2+\dots$$

With $\int_0^\infty y^ke^{-zy}dy=k!/z^{k+1}$,

$$I=e^{-z}\left(\frac{2}{z^2}-\frac{18}{z^3}+\dots\right)=\frac{2e^{-z}}{z^2}\left(1-\frac9z+\dots\right).$$

The oscillating conductivity is thus

$$S_{\rm osc}=\frac{3\sigma_0\kappa\,e^{-z}}{z^4}\left(1-\frac9z+\dots\right),\qquad \sigma_{xx,\rm osc}\simeq3\sigma_0\kappa\,e^{-\kappa}\,\frac{\cos x}{x^4}.$$

Direct quadrature at $\kappa=0.5$, $x=300$ gives $-8.992$ for the real part of the coefficient whose limit is $-9$.

The phase advances by $2\pi$ when $ed\,\Delta B/(\hbar k_F)=2\pi$, which is the stated period.

The endpoint $t=1$ is $u=1$: electrons at the tip of the Fermi sphere, moving along the field. They cross the film in the shortest time, $d/v_F$, and make $\omega_cd/(2\pi v_F)=x/2\pi$ turns on the way. One period adds one turn. Other electrons make more turns, and their contributions cancel by interference. At the tip itself the in-plane velocity vanishes, so the integrand starts as $2y$ instead of a constant. This costs one extra power of $1/x$ and makes the effect weak.

The factor $e^{-\kappa}=e^{-d/\ell}$ is the chance of crossing without a collision. For $\ell\ll d$ the period formula still stands, but there is nothing left to measure.

## From conductivity to resistance

A measurement fixes the average current and reads the electric field. Matrices of the form $\begin{pmatrix}a&b\\-b&a\end{pmatrix}$ multiply like the complex numbers $a+ib$, so $\rho_{xx}={\rm Re}(1/S)$. Let $\rho_0=1/\sigma_0$.

Without $I$,

$$\frac1{S_0}=\frac{\rho_0z}{\kappa}\left(1-\frac3{8z}\right)^{-1}=\frac{\rho_0}{\kappa}\left(z+\frac38+O(z^{-1})\right).$$

Since ${\rm Re}\,z=\kappa$, the smooth resistivity tends to

$$\rho_{\rm smooth}\to\rho_0\left(1+\frac{3\ell}{8d}\right).$$

To first order in $I$,

$$\delta\left(\frac1S\right)=-\frac{S_{\rm osc}}{S_0^2}
=-\frac{3\rho_0e^{-z}}{\kappa z^2}\left(1-\frac9z\right)\left(1+\frac{3}{4z}\right)
\simeq-\frac{3\rho_0e^{-z}}{\kappa z^2}\left(1-\frac{33}{4z}\right).$$

Because $z^2\simeq-x^2$, the leading ripple is

$$\rho_{xx,\rm osc}\simeq\frac{3\rho_0e^{-\kappa}}{\kappa}\,\frac{\cos x}{x^2}.$$

The period is the same as for the conductivity, but the envelope falls as $B^{-2}$ instead of $B^{-4}$.

## Reading the period from data

Over a finite field range the $1/z$ corrections shift the phase slightly. From $z=ix(1-i\kappa/x)$,

$$\frac1{z^2}\simeq-\frac1{x^2}\left(1+\frac{2i\kappa}{x}\right),\qquad 1-\frac{33}{4z}\simeq1+\frac{33i}{4x},$$

so the ripple is proportional to $x^{-2}\,{\rm Re}\,\exp\{-i[x-(\frac{33}4+2\kappa)/x]\}$.

Differentiating twice with respect to field suppresses the smooth background, whose field-dependent part is $O(x^{-2})$ and has second derivative $O(x^{-4})$. The ripple keeps its order $x^{-2}$. Each derivative of $x^{-2}e^{-ix}$ gives a factor

$$-i-\frac2x=-i\left(1-\frac{2i}{x}\right)$$

to this order. Two of them add $-4/x$ to the phase. The zeros of $d^2\rho_{xx}/dB^2$ therefore obey

$$x-\frac cx=\left(n+\tfrac12\right)\pi,\qquad c=\frac{33}{4}+2\kappa-4=\frac{17}4+2\kappa ,$$

with $n$ an integer. Subtract the conditions for the first and the last of $N$ successive zeros:

$$(x_N-x_1)\left(1+\frac{c}{x_1x_N}\right)=(N-1)\pi .$$

With $x=2\pi B/\Delta B$,

$$\Delta B=\frac{2(B_N-B_1)}{N-1}\left(1+\frac{c}{x_1x_N}\right).$$

This rule is for diffuse walls; partly specular walls are treated below. The first factor is the raw period. In the small correction, $x_1$ and $x_N$ may be computed from the raw period itself.

## Worked example

Take a copper-like density $n=8.5\times10^{28}\ {\rm m^{-3}}$, $d=50\ \mu$m, $\ell=100\ \mu$m and 4.2 K. Then $k_F=(3\pi^2n)^{1/3}=13.60\ {\rm nm^{-1}}$, and

$$\Delta B=\frac{56.255\ {\rm T\,\mu m}}{50\ \mu{\rm m}}=1.125\ {\rm T}=11.25\ {\rm kG}.$$

A trace $\rho_{xx}(B)$ computed from the full angular integral between 4 and 14 T has 18 curvature zeros, the first at 4.2576 T and the last at 13.7946 T. The raw period is

$$\frac{2(13.7946-4.2576)}{17}=1.1220\ {\rm T},$$

which is 0.275 % below the formula. Here $c=4.25+1=5.25$, $x_1\approx23.8$ and $x_N\approx77.2$, so the correction factor is about 1.0029. The corrected period, 1.1252 T, differs from the formula by 0.009 %. It returns $k_F=13.604\ {\rm nm^{-1}}$ against the input 13.602. These errors describe noise-free model data, not a laboratory accuracy.

Two further traces used $d=80\ \mu$m and the same $\ell$. With density $18\times10^{28}\ {\rm m^{-3}}$ and mass $1.5\,m_e$, formula and corrected reading are both 0.9030 T. With the original density and mass, both are 0.7032 T.

At 10 T, $x=55.85$ and the leading ripple amplitude is

$$\frac{\rho_{\rm osc}}{\rho_0}\simeq\frac{3e^{-0.5}}{0.5\,(55.85)^2}=1.17\times10^{-3};$$

the full integral gives $1.15\times10^{-3}$. At 30 T it gives $1.295\times10^{-4}$, close to the factor of nine expected from $B^{-2}$. The smooth level is $1+3/(8\times0.5)=1.75$ times $\rho_0$. As sheet resistances, the smooth part is 230 nΩ and the ripple at 10 T only 0.15 nΩ. With 0.1 A through one square, the ripple voltage is about 15 pV; at the same current, a longer track raises it in proportion to its number of squares, provided the track is wide enough for scattering at its side walls to be neglected.

## Partly specular walls

Let a fraction $p$ of electrons reflect specularly, keeping their in-plane velocity. Relative to the bulk response, an electron at height $h$ has

$$R(h)=1-A\,e^{-hs/(u\ell)} .$$

Diffusely scattered electrons start with no response, so $R(0)=pR(d)$. With $E_u=e^{-z/u}$ this reads $1-A=p(1-AE_u)$, hence $A=(1-p)/(1-pE_u)$. In the thickness average, $1-E_u$ is replaced by

$$A(1-E_u)=(1-p)\left[1-(1-p)\left(E_u+pE_u^2+\dots\right)\right].$$

The fundamental in $S$ is multiplied by $(1-p)^2$, and its period does not change. For $p=0.5$, quadrature gives 0.2500. The term $E_u^2$, from electrons that cross twice, adds a harmonic of half the period. In $\rho_{xx}$ the $n$-th harmonic has relative weight $(pe^{-\kappa})^{n-1}/n^2$, and differentiating twice multiplies it by $n^2$. The curvature zeros then lie near $\cos x=pe^{-\kappa}$ instead of $\cos x=0$, and their spacings alternate between long and short. A reading from an even number $N$ of zeros is biased: with the 18 zeros of the example the corrected period is low by 0.2 % for $p=0.1$ and by 1.1 % for $p=0.5$. With odd $N$ the first and last zeros are of the same kind, and the error stays within 0.02 %. At $p=1$ the oscillation vanishes, because the walls then leave the in-plane motion undisturbed.

## A Fermi surface that is not a sphere

On an orbit of fixed energy and fixed $k_z$, the in-plane wavevector moves at the rate $eBv_\perp/\hbar$. The advance along the field in one turn is

$$P=\left|\oint v_z\,dt\right|=\frac{\hbar}{eB}\left|\oint\frac{v_z}{v_\perp}dk\right|.$$

If $k_z$ changes by $\delta k_z$ at fixed energy, the orbit shifts outward by $-(v_z/v_\perp)\delta k_z$. The last integral is thus $|\partial A_k/\partial k_z|$, where $A_k$ is the orbit's area in wavevector space, and

$$P=\frac{\hbar}{eB}\left|\frac{\partial A_k}{\partial k_z}\right|.$$

Near a rounded tip with curvature radius $R_t$, $A_k\simeq2\pi R_t(k_{\rm tip}-k_z)$. The number of turns is $d/P=eBd/(2\pi\hbar R_t)$, so $k_F$ in the period is replaced by $R_t$. This holds when the pitch rises steadily towards the tip. If it is stationary on some other orbit, $\partial^2A_k/\partial k_z^2=0$, the phase has a stationary point there. That belt of orbits contributes to the integral as $x^{-1/2}$ instead of $x^{-2}$ and sets the observed period, even if the tip has the largest pitch. The measurement then yields the radius of curvature at the tip, not the tip's distance from the centre.

The distinction matters. Let the surface be $r=k_F[1+\delta P_4(\cos\theta)]$, where $P_4$ is the fourth Legendre polynomial and $\theta$ the angle from the field. Near the tip $P_4\simeq1-5\theta^2$, so $r'=0$, $r''=-10\delta k_F$ and

$$R_t=\frac{r^2}{r-r''}=k_F\frac{(1+\delta)^2}{1+11\delta}\simeq k_F(1-9\delta).$$

A bulge of 1 % lowers the period by 8.1 %. Pitches computed from the group velocity on this surface confirmed the tip value and that the tip has the largest pitch. For larger bulges the tip rule fails. At $\delta=0.06$ the tip still has the largest pitch, 0.677 of the sphere's, but the pitch is stationary at 0.639 and 0.633 and the oscillation follows these values. At $\delta=0.05$ a nearly flat stretch of the pitch already gives about 0.66 in place of $R_t/k_F=0.71$, up to $x\approx300$.

## Other neglected effects

**Temperature.** Since $x\propto\varepsilon^{-1/2}$, an energy offset $\eta k_BT$ shifts the phase by $-\eta\,xk_BT/(2E_F)$. The thermal weight $-f_0'$ gives $\eta$ the variance $\pi^2/3$, so the amplitude loss is $\frac{\pi^2}{6}(xk_BT/2E_F)^2$. At 10 T and 4.2 K this is 3.4 parts per million.

**Thickness.** An error in the mean thickness passes in full proportion into $k_F$. A 1 % variation across the sample spreads the phase by 0.56 rad at 10 T. The spread grows with field and eventually washes the oscillation out.

**Landau levels.** Their phase is $2\pi E_F/(\hbar\omega_c)=\pi\hbar k_F^2/(eB)$, with local period $2eB^2/(\hbar k_F^2)=1.64$ mT at 10 T. The level spacing, 1.16 meV, exceeds $k_BT=0.36$ meV, so these oscillations need not be negligible. The computed ripple in the density of states is $2.3\times10^{-4}$ of its mean, without disorder. It grows quickly with field: $1.2\times10^{-3}$ at 14 T and $8\times10^{-3}$ at 30 T, against size ripples of $6\times10^{-4}$ and $1.3\times10^{-4}$. Differentiation magnifies fast oscillations, so they must be removed first, by averaging over a whole number of local periods, which grow as $B^2$. If the resistance carries a ripple of this relative size, a fixed window of 8 or 20 mT followed by 20 mT differences leaves more than 100 curvature zeros in place of 18.

**Size levels.** Standing waves across the film would be spaced by $\pi\hbar v_F/d=0.065$ meV near the tip, below $k_BT$.

## Beside a real metal

The example lies in the regime of very pure, cold copper crystals. Its mean free path is far from that of ordinary interconnect metal: a rough room-temperature resistivity of $1.7\times10^{-8}\ \Omega$m gives $\ell\approx39$ nm. In the 50 µm film that would reduce the amplitude, through the factor $e^{-d/\ell}$, by more than 500 powers of ten. A 20 nm film with the same mean free path would largely escape this damping, since $e^{-d/\ell}\approx0.6$, but its period would be about 2800 T. The method therefore suits thick, pure reference samples, not finished wires. Copper also departs from the free-electron sphere: its Fermi surface has necks along the $\langle111\rangle$ directions, where the tip assumed here is absent. For field directions with a rounded tip and no orbit of stationary or nearly stationary pitch (a condition that distortions of about 5 % can already break, and that is not checked here for copper), the tip's curvature radius (the geometric mean of its two principal radii, if they differ) must replace $k_F$, and the 8 % shift above shows how strongly even a small distortion can act. The single relaxation time is a further simplification, whose effect on the amplitude is not sized here.

The numerical output follows these notes.

## Values computed for the example and the checks

```
electron density (input)          8.50e+28 m^-3
thickness d (input)               50.0 um
mean free path (input)            100.0 um
temperature (input)               4.2 K
kF                                13.602 nm^-1
Fermi velocity                    1.575e+06 m/s
Fermi energy                      7.049 eV
relaxation time                   63.50 ps
kappa = d/mfp                     0.500
period times thickness            56.255 T um
PERIOD 2 pi hbar kF/(e d)         1.1251 T
PERIOD in kilogauss               11.251 kG
field range simulated             4 to 14 T
curvature zeros found             18
first zero                        4.2576 T
last zero                         13.7946 T
raw period from zeros             1.1220 T
corrected period                  1.1252 T
raw error                         -0.275 %
corrected error                   0.009 %
kF from corrected period          13.604 nm^-1
film 2: formula, corrected reading  0.9030, 0.9030 T
film 3: formula, corrected reading  0.7032, 0.7032 T
endpoint correction coefficient   -8.992 (limit -9)
phase x at 10 T                   55.85 rad
omega_c tau at 10 T               111.7
bulk resistivity rho0             6.574 pOhm m
smooth high-field rho/rho0        1.750
simulated mean rho/rho0           1.7500
ripple amplitude/rho0 at 10 T     1.153e-03
ripple amplitude/rho0 at 30 T     1.295e-04
smooth sheet resistance           230.1 nOhm
ripple sheet resistance at 10 T   0.1516 nOhm
ripple factor for p = 0.5         0.2500
period change, 1 % P4 bulge       -8.10 %
phase spread, 1 % thickness       0.558 rad at 10 T
thermal amplitude loss at 10 T    3.38 ppm
Landau spacing at 10 T            1.158 meV
kB T                              0.362 meV
Landau density-of-states ripple   2.34e-04 (no disorder)
Landau oscillation period, 10 T   1.642 mT
size-level spacing at tip         0.0651 meV
room-temperature mean free path   39 nm (rough)
log10 exp(-d/mfp), room temp.     -562
period for a 20 nm film           2813 T
```
